# Why overlapping subcascades let polyatomic ions damage silicon more per atom

Put 4000 eV of nuclear energy into silicon as a Gaussian heat spike of width 1.5 nm, and in the model below 790 silicon atoms pass through the melt. Put twice that energy into the same place, and 2732 atoms do. Doubling the energy multiplies the molten region by about 3.5. If two incident atoms share the larger spike, each accounts for 1366 disordered atoms instead of 790. Energy conservation allows this, but where do the extra atoms come from, and when do they fail to appear?

## What is being compared

A polyatomic ion of $n$ like atoms is compared with $n$ separate atomic ions of the same velocity. Equal velocity means equal kinetic energy per atom, so each atom brings the same nuclear energy $E$ to the target. The example is Ga$_2$ at 10 keV against Ga at 5 keV, with $E=4000$ eV; the remaining 1000 eV is assigned to electrons and left out. If $D_n$ is the number of silicon atoms disordered by one $n$-atom ion, the quantity of interest is

$$\gamma_n=\frac{D_n}{nD_1}.$$

A value above one means more damage per incident atom at equal atom fluence.

Let $\theta(\mathbf r)$ be the deposited energy per silicon atom and $n_0$ the atomic density, so that $n_0\int\theta\,dV=E$ for one subcascade, meaning here the deposit of one incident atom. Deposits add. Suppose first that damage is a local function $g(\theta)$ with $g(0)=0$. The excess of a pair over two separate atoms is

$$D_2-2D_1=n_0\int\left[g(\theta_1+\theta_2)-g(\theta_1)-g(\theta_2)\right]dV .$$

If $g$ is linear, the bracket vanishes everywhere, however strongly the subcascades overlap. If they do not overlap, one of the two densities is zero at each point and the bracket vanishes again, whatever $g$ is. An excess therefore needs both overlap and a nonlinear response. A higher local density is not by itself a reason for more damage per atom.

## How much the partner raises the density

Take each deposit to be an isotropic Gaussian of standard deviation $\sigma$ per axis:

$$\theta_i(\mathbf r)=\theta_0e^{-|\mathbf r-\mathbf c_i|^2/2\sigma^2},\qquad \theta_0=\frac{E}{n_0(2\pi)^{3/2}\sigma^3}.$$

The density that matters is the one met where energy is actually deposited. Weighting by the energy of atom 1, its own mean density is

$$\bar\theta=\frac{\int\theta_1^2\,dV}{\int\theta_1\,dV}=\frac{\theta_0}{2^{3/2}},$$

because squaring the Gaussian divides its variance by two, and hence its volume by $2^{3/2}$. For a partner whose centre lies a distance $d$ away, completing the square gives

$$|\mathbf r-\mathbf c_1|^2+|\mathbf r-\mathbf c_2|^2=2\left|\mathbf r-\tfrac12(\mathbf c_1+\mathbf c_2)\right|^2+\tfrac12d^2 .$$

The partner's contribution is therefore $\bar\theta e^{-d^2/4\sigma^2}$.

The atoms of one ion enter together but collide independently. Let each centre scatter with standard deviation $s$ per axis. Each component of the separation then has variance $2s^2$. For a Gaussian variable $X$ of zero mean and variance $w$, $\langle e^{-aX^2}\rangle=(1+2aw)^{-1/2}$. With $a=1/4\sigma^2$ and $w=2s^2$, the three components together give the mean ratio of partner density to own density:

$$\Omega=\left(1+\frac{s^2}{\sigma^2}\right)^{-3/2}.$$

For $\sigma=1.5$ nm and $s=2$ nm, $\Omega=0.216$. On average a partner raises the density seen by an atom's energy by about 22%.

A weakly nonlinear response, $g=a\theta+b\theta^2$ with $a$ and $b$ positive, shows how this enters the damage. One atom gives $D_1=E(a+b\bar\theta)$. In an $n$-atom ion, each atom's energy also meets the density of $n-1$ partners, so that on average $D_n=nE[a+b\bar\theta+(n-1)b\bar\theta\Omega]$ and

$$\gamma_n=1+(n-1)\,\Omega\,\frac{b\bar\theta}{a+b\bar\theta}.$$

The gain is the overlap multiplied by the nonlinear share of the single-atom damage. For a pair in this quadratic law it cannot exceed $\Omega$. A melting threshold is a stronger nonlinearity and needs its own calculation.

## A threshold that wastes heat

Assume that a silicon atom ends up disordered if its site is ever heated beyond the enthalpy of complete melting, and that the subsequent quench is too fast for the crystal to regrow. With the classical heat capacity $3k_B$ per atom,

$$\theta_c=3k_B(T_m-T_0)+L .$$

For $T_m=1687$ K, a substrate at $T_0=300$ K and a latent heat $L=0.52$ eV, this is 0.879 eV per atom. The atomic density is 49.97 nm$^{-3}$, so one subcascade peaks at $\theta_0=1.506$ eV per atom.

Ignore heat flow for the moment. The molten region is where $\theta_0e^{-r^2/2\sigma^2}>\theta_c$, a sphere with $r^2<2\sigma^2x$, where

$$x=\ln\frac{\theta_0}{\theta_c}.$$

For $x>0$ it contains

$$N=n_0\frac{4\pi}{3}\sigma^3(2x)^{3/2}$$

atoms. At fixed $\sigma$, $x$ increases by $d\ln E$ when the energy rises, so

$$\frac{d\ln N}{d\ln E}=\frac{3}{2x}.$$

The response is superlinear when $x<3/2$. Here $x=\ln(1.506/0.879)=0.539$ and the local exponent is about 2.8: one per cent more energy melts nearly three per cent more atoms.

The reason appears when the molten number is compared with $E/\theta_c$, the number of atoms the energy could melt if it were shared out perfectly. Since $E=n_0(2\pi)^{3/2}\sigma^3\theta_ce^x$,

$$\frac{N\theta_c}{E}=\frac{4\pi}{3}\,\frac{(2x)^{3/2}e^{-x}}{(2\pi)^{3/2}}=\frac{4}{3\sqrt\pi}\,\varphi(x),\qquad \varphi(x)=x^{3/2}e^{-x}.$$

This efficiency is $790\times0.879/4000=0.17$ for one atom and $2732\times0.879/8000=0.30$ for the coincident pair. Energy is wasted in two ways: as warmth around the pocket that never reaches $\theta_c$, and as heat beyond $\theta_c$ inside it. In a dilute spike the first loss dominates. A partner's heat lifts part of that lukewarm shell over the threshold, and the extra disordered atoms are there.

## What heat flow changes

Since $\varphi'/\varphi=3/(2x)-1$, the efficiency has its maximum at $x=3/2$ and falls beyond it. With frozen heat, a very dense spike would thus gain nothing from a partner and would even lose. But hot material does not stay put: its surplus flows outward and can melt more.

Let heat spread with a constant diffusivity, treating enthalpy as the diffusing quantity. This makes the problem solvable in closed form, but it ignores that partly molten material stays at $T_m$ while it absorbs latent heat; the size of that error is given near the end. The Gaussian keeps its form while its variance $v$ grows from $\sigma^2$:

$$\theta(r,v)=\frac{E}{n_0(2\pi v)^{3/2}}e^{-r^2/2v},\qquad
\frac{\partial\ln\theta}{\partial v}=-\frac{3}{2v}+\frac{r^2}{2v^2}.$$

A site at distance $r$ is hottest when $v=r^2/3$, if that value is still to come. Sites with $r^2\le3\sigma^2$ cool from the start. Sites farther out first warm up, and their highest density is

$$\theta_{\max}(r)=\frac{E}{n_0}\left(\frac{3}{2\pi e}\right)^{3/2}\frac1{r^3}.$$

At $r^2=3\sigma^2$ this equals $\theta_0e^{-3/2}$, and it decreases outward. There are two cases.

If $x<3/2$, no site beyond $\sqrt3\,\sigma$ reaches $\theta_c$, and the initial pocket is the largest one. The formula for $N$ stands.

If $x\ge3/2$, the pocket grows until $\theta_{\max}(R)=\theta_c$. Solving for $R^3$ and multiplying by $4\pi n_0/3$ gives

$$N=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{E}{\theta_c}=0.308\,\frac{E}{\theta_c}.$$

The number of atoms ever molten is now linear in $E$. The diffusivity has dropped out, because it sets how quickly the spike spreads and not which widths it passes through.

For $n$ coincident subcascades the energy is $nE$ at the same initial width, so $x$ becomes $x+\ln n$. Both cases combine, for $x>0$, into

$$\gamma_n=\frac{\varphi\left(\min(x+\ln n,\tfrac32)\right)}{\varphi\left(\min(x,\tfrac32)\right)} .$$

Because $\varphi$ rises up to $3/2$, $\gamma_n\ge1$, with equality when $x\ge3/2$. If $x\le0<x+\ln n$, a single atom makes no pocket but the ion does, and the ratio of pocket damage is unbounded. Coincident subcascades therefore give extra pocket damage under two conditions: one of them alone peaks below $e^{3/2}\theta_c\approx4.5\,\theta_c$, and together they peak above $\theta_c$.

In the example, $x+\ln2=1.232$ and

$$\gamma_2=\frac{\varphi(1.232)}{\varphi(0.539)}=\frac{0.399}{0.231}=1.73 .$$

Three coincident atoms pass $x=3/2$ and give 1.78, and four give the same. Once the shared spike is dense, further atoms add damage in proportion to their energy. With $\sigma$ held at 1.5 nm, one atom starts to melt silicon at $E=2334$ eV, and the coincident gain ends at $e^{3/2}$ times this, about 10.5 keV. Real cascades widen with energy, so these two values mark the regimes of the model and are not a prediction for a beam whose energy is varied.

The dense limit shows what heat flow does. Let one atom peak at $8\theta_c$. With frozen heat a coincident pair would give

$$\gamma_2=\frac12\left(\frac{\ln16}{\ln8}\right)^{3/2}=\frac12\left(\frac43\right)^{3/2}=0.77,$$

a deficit of 23%. With heat flow the ratio is one. The deficit came from counting superheat as lost.

## Subcascades that overlap in part

The atoms of a real ion seldom deposit their energy at the same point. Place two centres on the $z$ axis at $\pm d/2$. At every stage of the spreading, both Gaussians have the same dependence on the distance $\rho$ from the axis, so

$$\theta(\rho,z;v)=\theta(0,z;v)\,e^{-\rho^2/2v}.$$

In the slice at height $z$ the molten region is a disc with $\rho^2<2v\ln[\theta(0,z;v)/\theta_c]$. Discs from different times are concentric, so the region ever molten is the largest of them:

$$D_2(d)=n_0\pi\int dz\;\max_{v\ge\sigma^2}\left[2v\ln\frac{\theta(0,z;v)}{\theta_c}\right]_+ ,$$

where $[\,\cdot\,]_+$ replaces negative values by zero. Numerical evaluation of the maximum and the integral gives:

| $d$ (nm) | 0 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|
| $\gamma_2$ | 1.73 | 1.65 | 1.54 | 1.35 | 1.06 | 1.01 |

The fall between 4 and 5 nm has a simple origin. Midway between the centres the initial density is $2\theta_0e^{-d^2/8\sigma^2}$. It exceeds $\theta_c$, and the two pockets are joined, as long as

$$d<\sigma\sqrt{8\ln(2\theta_0/\theta_c)}=1.5\sqrt{8\times1.232}\ \text{nm}=4.7\ \text{nm}.$$

At this separation the midpoint is 2.35 nm from each centre, less than $\sqrt3\,\sigma=2.6$ nm, so it cools from the start and later heat flow does not join the pockets. Beyond 4.7 nm the pockets are separate, and what each gains from the other's tail fades quickly, from 6% at 5 nm to 1% at 6 nm.

For independently scattered centres, $d$ follows the Maxwell distribution

$$p(d)=\sqrt{\frac2\pi}\,\frac{d^2}{\ell^3}\,e^{-d^2/2\ell^2},\qquad \ell=\sqrt2\,s=2.83\ \text{nm}.$$

Integrating $p(d)\gamma_2(d)$ numerically gives a mean of 1.28. The coincident gain of 73% has shrunk to 28%, because many pairs land too far apart to share a pocket. Where the centres scatter more widely at the same $\sigma$, $\Omega$ falls, and the gain of the quadratic law falls in proportion.

Partial overlap also limits what was said about dense spikes. Suppose that the onset of melting sufficed for disorder, so that the latent heat is dropped and $\theta_c$ falls to 0.36 eV. A single atom then has $x\approx1.4$, close to the dense regime, and the coincident gain is 0.1%. Yet the mean over separations is still 1.06. Geometry offers a likely reason. For a long line source with energy $q$ per unit length, $\theta=q\,e^{-\rho^2/2v}/(2\pi vn_0)$ is largest at $v=\rho^2/2$, where it equals $q/(\pi e\rho^2n_0)$. Setting this equal to $\theta_c$ gives $n_0\pi\rho^2=0.368\,q/\theta_c$ molten atoms per unit length, against the coefficient 0.308 for a point source. In the dense regime, an elongated source therefore wastes less heat than a compact one. That this accounts for the 6% is a conjecture, but the number itself shows that the vanishing gain belongs to coincident deposits.

## Why separate ions do not do the same

Separate ions also strike near one another eventually. What they lack is simultaneity. A 5 keV Ga atom travels at 118 nm/ps, so a bond length of 0.25 nm delays one atom behind the other by at most 0.002 ps. With a diffusivity of 1 nm$^2$/ps, a rough value for disordered silicon, the variance of the spike doubles in $\sigma^2/2D\approx1$ ps. The two deposits of a molecule therefore count as simultaneous. At a current density of 1 A/cm$^2$ of singly charged ions, the cross-section of one pocket, of radius 1.56 nm, is hit once in about 2 µs, long after the heat has gone.

Damage left by earlier impacts is another matter, since it does not cool away. The comparison holds while pockets seldom meet. They cover 10% of the surface at $1.3\times10^{12}$ Ga atoms/cm$^2$. Below roughly this fluence the disorder accumulates linearly, and $\gamma_n$ is the ratio of the initial slopes at equal atom fluence.

## How firm is the number?

The mechanism is firmer than the 28%. A dilute spike sits on the steep part of the response, so small changes in its density matter. In each line below the other inputs are held fixed.

| Change | $\gamma_2$, coincident | $\gamma_2$, mean |
|---|---|---|
| none | 1.73 | 1.28 |
| $\sigma$ smaller by 10% | 1.22 | 1.12 |
| $\sigma$ larger by 10% | 3.6 | 1.9 |
| substrate at 500 K | 1.58 | 1.24 |

A wider cascade shows the larger ratio because its single-atom pocket is closer to disappearing. The ratio rises while the damage itself falls. Heating the substrate lowers $\theta_c$, helps the single atom more, and so reduces the ratio. This model leaves out the faster recrystallization of a hotter substrate.

Deposition is not instantaneous either. As a limiting case, let all the heat spread for 0.2 ps before any site is compared with the threshold. A diffusivity of 1 nm$^2$/ps then raises the mean ratio to 1.7. At 10 nm$^2$/ps, nearer to hot crystalline silicon, even the coincident pair peaks at only 0.65 eV per atom, below $\theta_c$, and no pocket forms. Heat that arrives steadily over the same 0.2 ps has spread less on average. Its peak is multiplied by the time average of $(1+2Dt/\sigma^2)^{-3/2}$, which is 0.45 at the higher diffusivity. The coincident pair then reaches 1.36 eV per atom and melts a pocket, while a single atom reaches 0.68 eV and does not. Diffusion is itself a rough description there: setting $D$ equal to one third of the sound speed, about 6 nm/ps, times the phonon mean free path gives a path of 5 nm, longer than $\sigma$. The diffusivity cancels only for prompt deposition.

The flow law matters as well. Real heat flow follows temperature, not enthalpy. The partly molten shell around the pocket sits at $T_m$, has no temperature gradient, and absorbs the superheat of the liquid core, so the pocket grows even when $x<3/2$. Solving this moving-boundary problem numerically for the same deposit, with equal diffusivity in solid and liquid, gives roughly 1500 molten atoms for one atom and 4100 for the coincident pair. The coincident ratio drops from 1.73 to about 1.4 and the mean from 1.28 to about 1.2, and a gain of about 5% remains at $x=3/2$. The counts 790 and 2732, the formula for $\gamma_n$ and the sharp end of the gain at $x=3/2$ therefore belong to linear enthalpy diffusion. The gain itself survives the change of law.

Other omissions are milder, or have a clear direction:

- Ballistic displacements grow linearly with energy and dilute the effect. The estimate $0.4E/E_d$ with $E_d=15$ eV gives 107 per atom. Adding them to both sides turns 1.277 into $(1.277\times790+107)/(790+107)=1.24$.
- Regrowth at the rim costs small pockets proportionally more. Removing a shell of 0.2 nm raises the coincident ratio from 1.7 to 2.0.
- With a mean damage depth of 6 nm and a total spread of $\sqrt{\sigma^2+s^2}=2.5$ nm, 0.8% of the Gaussian energy lies outside the surface.
- Coulomb repulsion between two unscreened single charges, starting 0.25 nm apart, would add less than 0.3 nm to their separation over that depth at the incident speed, even if all the repulsive energy were released at once. This is little compared with $s$.

As for the real case, the widths and the deposited energy are rough values for 5 keV gallium, not computed ranges. Milling fluences are far above $10^{12}$ cm$^{-2}$, so the ratio describes the first impacts on fresh crystal and not a milled surface. The assumption that real cascades break most plainly is the smooth Gaussian: they are ragged and differ from ion to ion. A 10% change of width already moves the mean ratio between 1.1 and 1.9, so the model supports a gain of tens of per cent for its chosen inputs, not a calibrated factor for a process simulator.

The 2732 atoms of the opening thus need no more energy than two separate atoms bring. One gallium atom leaves much of its heat in silicon that warms and cools again without melting. A partner arriving at the same moment and within a few nanometres turns part of that heat into disorder. Where the partner comes too late or too far away, or where coincident spikes are already dense, the advantage goes or shrinks to a few per cent.
